# Class-A Power After Current Collapse: Resetting Load and Bias

## Problem

A radio-frequency power transistor runs in class A from a 28 V supply. In the fresh device the drain current can reach 1.0 A/mm of gate width, at drain voltages down to a knee of 4 V. Electrons caught in traps near the channel then reduce the current that the device can carry. This is current collapse. It moves the knee to 8 V and lowers the peak current to 0.8 A/mm.

(a) What is the largest unclipped sinusoidal output power before and after the collapse, if the amplifier is re-matched to the collapsed device? 
(b) How much of the loss comes from the knee, and how much from the current? 
(c) What is the output if the load, the bias current or both keep their old values?

Take the supply voltage as fixed. Below the knee the device acts as a resistor, and above it the current can take any value from zero to the peak. All currents and powers are per millimetre of gate width, so resistances are in Ω mm.

## A tempting solution

In class A the current swings sinusoidally about half its peak value $I_m$, with amplitude $I_m/2$. A load resistance $R$ then receives

$$P=\frac12\left(\frac{I_m}{2}\right)^2R=\frac{I_m^2R}{8}.$$

The fresh device has a voltage swing of $28-4=24$ V and a current amplitude of 0.5 A/mm. Its matched load is therefore $R=24/0.5=48$ Ω mm, and $P=1.0^2\times48/8=6.0$ W/mm. After collapse the peak current is 0.8 A/mm, so

$$P'=\frac{0.8^2\times 48}{8}=3.84\ \text{W/mm}.$$

The power has fallen by 36 %.

## Where it fails

The new knee voltage appears nowhere in the second calculation. The load was matched to the fresh device and then held fixed, although the problem says that the amplifier is re-matched.

The unused voltage shows the fault. At peak current the drain voltage is $28-0.4\times48=8.8$ V, while the collapsed device can carry its peak current down to 8 V. The load leaves 0.8 V of available swing unused. Had the knee moved to 10 V instead, the same calculation would still have given 3.84 W/mm, but the required point at 8.8 V and 0.8 A/mm would have been out of the device's reach.

The figure of 3.84 W/mm therefore belongs to an amplifier with a new bias and an old load. The re-matched output needs an optimum over both.

## The optimum load line

Let $V_0$ be the supply voltage, $V_k$ the knee voltage and $R_{on}=V_k/I_m$ the on-resistance. The allowed operating region is

$$0\le I\le I_m,\qquad I\le \frac{V}{R_{on}} .$$

The supply feeds the drain through a choke that passes direct current and blocks the signal, so the mean drain voltage is $V_0$. For a sinusoidal signal of phase $\theta$, write

$$I=I_q+a\cos\theta,\qquad V=V_0-v\cos(\theta+\varphi).$$

Here $I_q$ is the bias current, and $a$ and $v$ are amplitudes. The minus sign says that the drain voltage falls when the current rises. The angle $\varphi$ is the phase of the load impedance $R+jX$, so that $v\cos\varphi=aR$.

The output power is the average of the signal voltage across the load times the signal current:

$$P=\left\langle (V_0-V)(I-I_q)\right\rangle
=av\left\langle\cos\theta\cos(\theta+\varphi)\right\rangle .$$

Since $\cos\theta\cos(\theta+\varphi)=\frac12[\cos\varphi+\cos(2\theta+\varphi)]$ and the second term averages to zero,

$$P=\tfrac12\,a\,v\cos\varphi .$$

The current limits come first. The smallest current, at $\theta=\pi$, must not be negative, so $a\le I_q$. The largest, at $\theta=0$, must not exceed the peak, so $I_q+a\le I_m$. Together they give $2a\le I_q+a\le I_m$, or

$$a\le \frac{I_m}{2}.$$

The on-resistance sets the voltage limit. At $\theta=0$ the voltage is $V_0-v\cos\varphi$ and the current is $I_q+a$. The condition $V\ge R_{on}I$ gives

$$v\cos\varphi\le V_0-R_{on}(I_q+a)\le V_0-2aR_{on},$$

where the last step uses $I_q\ge a$. Only the combination $v\cos\varphi$ enters the power, so a reactive load cannot raise the bound. The capacitance of the device itself is assumed to be tuned out by the matching network. Hence

$$P\le g(a)=\tfrac12a\,(V_0-2aR_{on}),\qquad
\frac{dg}{da}=\tfrac12V_0-2aR_{on}.$$

The function $g$ rises until $a=V_0/(4R_{on})$. The current limit $a=I_m/2$ is reached first, or at the same point, if

$$\frac{I_m}{2}\le\frac{V_0}{4R_{on}}
\quad\Longleftrightarrow\quad R_{on}I_m=V_k\le\frac{V_0}{2}.$$

Under this condition the largest value of the bound is at $a=I_m/2$:

$$\boxed{P=\frac{(V_0-V_k)\,I_m}{4}}$$

The bound is attained with $I_q=a=I_m/2$, $\varphi=0$ and $v=V_0-V_k$. The load line is then straight, from the knee corner $(V_k,I_m)$ to the point $(2V_0-V_k,0)$. Both ends lie in the allowed region. That region is bounded by straight lines and is convex, so every point between the ends is allowed too. The required load is

$$R=\frac va=\frac{2(V_0-V_k)}{I_m}.$$

Re-matching thus has two parts: a new load resistance and a new bias current.

### When the knee is too high

If $V_k>V_0/2$, the maximum of $g$ lies below the current limit. Inserting $a=V_0/(4R_{on})$ gives

$$P=\frac12\,\frac{V_0}{4R_{on}}\left(V_0-\frac{V_0}{2}\right)=\frac{V_0^2}{16R_{on}} .$$

The line now ends on the resistive part of the boundary, at $V_0/2$. With a 12 V supply, an 8 V knee and 0.8 A/mm, $R_{on}=10$ Ω mm. The optimum is $144/160=0.90$ W/mm, while the line through the knee corner gives $4\times0.8/4=0.80$ W/mm. Using the full current would cost more voltage swing than it is worth. At 28 V both knees of the problem lie below 14 V, so the boxed formula applies.

## (a) Power before and after

For the fresh device,

$$R=\frac{2\times24}{1.0}=48\ \Omega\,\text{mm},\qquad
P=\frac{24\times1.0}{4}=6.0\ \text{W/mm}.$$

For the collapsed device,

$$R'=\frac{2\times20}{0.8}=50\ \Omega\,\text{mm},\qquad
P'=\frac{20\times0.8}{4}=4.0\ \text{W/mm}.$$

The bias current is reset from 0.50 to 0.40 A/mm. The output falls by 2.0 W/mm, which is one third of its fresh value, or $10\log_{10}(6/4)=1.76$ dB.

A numerical search tested these optima. It varied the bias from 0.01 A/mm to the peak current, the load resistance from 1 to 200 Ω mm and the reactance from −100 to 100 Ω mm, and kept sampled waveforms inside the allowed region. It found 6.000 and 4.000 W/mm.

The supply delivers $V_0I_q=V_0I_m/2$, because the signal current averages to zero. The efficiency is therefore

$$\eta=\frac{(V_0-V_k)I_m/4}{V_0I_m/2}=\frac12\left(1-\frac{V_k}{V_0}\right).$$

This holds for $V_k\le V_0/2$. It tends to one half for a vanishing knee, and at a given knee voltage it does not depend on the peak current. At a given on-resistance it does, through $V_k=R_{on}I_m$. Here it falls from 42.9 % to 35.7 %. The input falls from 14.0 to 11.2 W/mm, and the heat, which is input minus output, from 8.0 to 7.2 W/mm. The collapsed device is less efficient and yet heats less, because its bias current has been lowered.

## (b) Sharing out the loss

The power is a product, so the ratio splits into two factors:

$$\frac{P'}{P}=\frac{20}{24}\times\frac{0.8}{1.0}=0.833\times0.800=0.667 .$$

In decibels the factors become a sum: 0.79 dB from the voltage swing and 0.97 dB from the current.

In W/mm the split is less clean. If the knee alone moves to 8 V, with the peak current held at 1.0 A/mm, the re-matched output is 5.0 W/mm, a loss of 1.0. If the current alone falls, with the knee held at 4 V, the output is 4.8 W/mm, a loss of 1.2. The sum is 2.2 W/mm, not 2.0. To see why, let the swing $S=V_0-V_k$ fall by $\Delta S$ and the current by $\Delta I$. Then

$$SI_m-(S-\Delta S)(I_m-\Delta I)=I_m\Delta S+S\Delta I-\Delta S\,\Delta I .$$

Each term must be divided by four to give a power. The first two then are the separate losses, 1.0 and 1.2 W/mm. The last corrects for the part counted twice, $4\times0.2/4=0.2$ W/mm.

The split also depends on what is held fixed. Keeping the knee at 4 V while the current falls raises the on-resistance from 4 to 5 Ω mm. If on-resistance and peak current are taken as the two variables instead, raising $R_{on}$ alone to 10 Ω mm puts the knee at 10 V and gives 4.5 W/mm (1.25 dB), while lowering the current alone puts it at 3.2 V and gives 4.96 W/mm (0.83 dB). In that split the resistance is the larger loss.

The supply voltage also affects the balance. If the two boundaries could be held fixed while $V_0$ grew, the swing ratio would tend to one and the power ratio to 0.8. A higher supply would hide the knee shift but not the loss of current. In a real device the trapped charge may itself depend on the voltage, so this limit describes the formula rather than a cure.

## (c) Keeping old settings

The collapsed boundary is held fixed in all four cases below, with $R_{on}=8/0.8=10$ Ω mm. "Old bias" means that the current $I_q=0.5$ A/mm is maintained. If the gate voltage were held instead, the bias current could fall with the collapse, by an amount that this model does not give.

**Old load, new bias.** With $R=48$ Ω mm, no bias allows an amplitude above 0.4 A/mm. At $I_q=0.4$ A/mm that amplitude is reached, since the minimum voltage of 8.8 V is above the knee. The output is $\frac12\times0.4^2\times48=3.84$ W/mm, the result of the tempting solution.

**Old load, old bias.** The current can now rise by only $0.8-0.5=0.3$ A/mm before it meets the peak. An unclipped sinusoid has equal excursions up and down, so $a=0.3$ A/mm, and the current never falls below 0.2 A/mm. The minimum voltage is $28-0.3\times48=13.6$ V, well above the knee. The output is

$$\tfrac12\times0.3^2\times48=2.16\ \text{W/mm}.$$

**New load, old bias.** Here the load is chosen afresh for the old bias. The voltage condition gives

$$P\le\tfrac12a\left[V_0-R_{on}(I_q+a)\right]=\tfrac12a\,(23-10a),$$

with $a$ in A/mm and the bracket in volts. The derivative, $\frac12(23-20a)$, is positive up to $a=0.3$ A/mm, so the current limit decides again. The output is $\frac12\times0.3\times20=3.0$ W/mm. The load that achieves it is $20/0.3\approx67$ Ω mm, not the 50 Ω mm of the full re-match.

**New load, new bias.** This is the 4.0 W/mm of part (a).

Starting from 2.16 W/mm, resetting the bias alone recovers 1.68 W/mm, and resetting the load alone recovers 0.84 W/mm. The bias matters more here because it limits the current amplitude. Resetting it raises that amplitude from 0.3 to 0.4 A/mm, and at fixed load the power grows as the square, by a factor of 1.78. Resetting the load alone raises the voltage amplitude from 14.4 to 20 V at the same current amplitude, a factor of only 1.39. The full re-match hardly changes the load: the optimum $R$ is proportional to the voltage swing divided by the peak current, and these shrink by similar factors, 0.833 and 0.800. A collapse that moved mainly the knee, or mainly the current, would shift the load further.

Keeping the old bias also costs heat. The input stays at $28\times0.5=14$ W/mm, so with both old settings the device dissipates $14-2.16\approx11.8$ W/mm, against 7.2 W/mm after a full re-match.

## Why the collapsed boundary can be treated as frozen

The solution uses one fixed boundary throughout a signal cycle. This requires the trapped charge to change little within a period. In steady operation the traps capture as many electrons per period as they release, so it is enough that they release few. Consider a trap at depth $E_t$ below the conduction band, with capture area $\sigma$. In equilibrium, capture into empty traps balances emission from filled ones. If a fraction $f$ is filled and $e$ is the emission rate of a filled trap,

$$e f=(1-f)\,\sigma\!\int\! u\,dn .$$

Here $u$ is the electron speed and $dn$ the density of electrons in a small range of states. Let $E_c$ be the band edge and $E_F$ the Fermi level, and neglect degeneracy factors of the trap. Fermi statistics give $(1-f)/f=e^{(E_c-E_t-E_F)/k_BT}$. In a sparsely filled parabolic band of mass $m$, counting both spins, a state of wave number $q$ has speed $\hbar q/m$, and

$$dn=\frac{q^2dq}{\pi^2}\,e^{-(E_c-E_F)/k_BT}\,e^{-\hbar^2q^2/2mk_BT}.$$

The Fermi level cancels in the product. With $\int_0^\infty q^3e^{-bq^2}dq=1/(2b^2)$ and $b=\hbar^2/(2mk_BT)$,

$$e=\frac{\sigma\hbar}{\pi^2m}\,\frac{1}{2b^2}\,e^{-E_t/k_BT}
=\frac{2\sigma m(k_BT)^2}{\pi^2\hbar^3}\,e^{-E_t/k_BT}.$$

Take rough values for a trap in gallium nitride: a depth of 0.57 eV, a capture area of $10^{-15}$ cm² and a mass of 0.2 free-electron masses. The emission time $1/e$ is about 70 ms at 300 K and 0.6 ms at 373 K. At 2 GHz the period is 0.5 ns, less than a millionth of either time. At this rate the traps do not empty appreciably within a cycle. The margin belongs to deep traps: with the same area and mass, a trap at 0.2 eV empties in about 6 ns at 373 K, only some twelve periods. The rate holds without an electric field, however. A strong field can lower the barrier for release, and at a few MV/cm, which can occur near the gate edge, the emission time may approach the period. For traps in such places the frozen boundary is an assumption. The estimate concerns release only; how far the traps fill is an input to the problem, contained in the given knee and current.

## How a real device differs

The numbers lie in the regime of a gallium-nitride high-electron-mobility transistor, for which a 28 V supply and a peak current near 1 A/mm are roughly typical. The increase of on-resistance from 4 to 10 Ω mm represents a severe collapse. Two neglected effects are large and of similar size: self-heating and the rounding of the knee. Self-heating enters if the given currents and knees are values at 300 K. Take a rough thermal resistance of 10 K mm/W, a current that falls by 0.15 % per kelvin and an on-resistance that varies as $T^{1.5}$. Solving for temperature and heat together gives rises of about 70 K in the two matched cases of part (a), and outputs of about 5.1 and 3.3 W/mm. These are roughly 15 to 20 % below the ideal values. The old-bias cases of part (c) are far more sensitive, because they run hotter and their amplitude is the small difference between peak current and bias. With the bias held at 0.5 A/mm the rise is about 130 K, and the outputs fall from 3.0 to about 1.3 W/mm and from 2.16 to about 0.5 W/mm. If the given data already hold at working temperature, this correction must not be applied again.

A real knee is also rounded. Replacing the sharp boundary by $I=I_mx/(1+x^4)^{1/4}$, with $x=V/V_k$, and choosing the best end point of the load line gives about 5.3 and 3.4 W/mm. The size of this correction depends on the assumed shape: the softer form $I=I_m\tanh x$ gives about 5.0 and 3.1 W/mm, a larger loss than self-heating. An off-state leakage of 0.01 A/mm costs about 1 %. These corrections were estimated one at a time and should not simply be added. Each lowers both matched powers, and in these estimates the drop between them stays between about 1.8 and 2.0 W/mm.

The peak drain voltage is $2V_0-V_k=52$ V in the fresh device and 48 V after collapse. With a rough pinch-off voltage of −3 V, the gate-drain voltage reaches 55 V, below a rough breakdown voltage of 100 V. Losses in the matching network are not included, and neither is drive into clipping, which lies outside the sinusoidal class-A limit derived here. The numerical output below lists the values used.

## Calculated quantities

```
Supply: 28 V
Fresh: knee 4.0 V, peak current 1.00 A/mm
  on-resistance 4.0 ohm mm
  load 48.0 ohm mm, bias 0.50 A/mm
  voltage range 4.0 to 52.0 V
  output: formula 6.000, search 6.000 W/mm
  DC input 14.00, heat 8.00 W/mm
  efficiency 42.9 %
Collapsed: knee 8.0 V, peak current 0.80 A/mm
  on-resistance 10.0 ohm mm
  load 50.0 ohm mm, bias 0.40 A/mm
  voltage range 8.0 to 48.0 V
  output: formula 4.000, search 4.000 W/mm
  DC input 11.20, heat 7.20 W/mm
  efficiency 35.7 %
Power drop: 2.000 W/mm
Power ratio: 0.6667
Voltage-swing ratio: 0.8333
Current ratio: 0.8000
Loss from voltage: 0.79 dB
Loss from current: 0.97 dB
Total loss: 1.76 dB
Knee change alone: 5.00 W/mm
Current change alone: 4.80 W/mm
High-knee test: V0 12 V, Vk 8 V, Imax 0.8 A/mm
  corner 0.800, true optimum 0.900 W/mm
Old load, new bias: 3.84 W/mm
New load, old bias: 3.00 W/mm
Old load, old bias: 2.16 W/mm
Rough breakdown 100 V, pinch-off -3 V
Peak gate-drain voltage: 55 V
Rough thermal resistance: 10 K mm/W
Base 300 K; current falls 0.15 %/K
On-resistance varies as T^1.5
Fresh, heated: rise 73 K, output 5.13 W/mm
Collapsed, heated: rise 68 K, output 3.28 W/mm
Rounded knee (exponent 4): 5.29 to 3.37 W/mm
With leakage 0.01 A/mm: 5.94 to 3.95 W/mm
Trap: depth 0.57 eV, area 1e-15 cm2
Electron mass: 0.2 free masses
RF frequency 2 GHz, period 0.50 ns
At 300 K: emission time 70 ms, period/time 7.2e-09
At 373 K: emission time 0.59 ms, period/time 8.4e-07
```
